# Cumulative Exposure in a Two-Step Weibull Stress Test of a Dielectric: test program

```python
# Result under test: for two stress steps with a common Weibull slope beta,
# cumulative exposure gives the failed fraction
#     F = 1 - exp(-(t1/eta1 + t2/eta2)**beta).
# t1, t2: step durations (h); eta1, eta2: characteristic lives (h), the times
# at which 63.2 percent have failed at constant stress.
# Cumulative exposure: survivors continue at the new stress from the age at
# which that stress alone would have produced the same failed fraction.
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom, weibull_min

beta = 2.0
t1, eta1 = 10.0, 100.0
t2, eta2 = 5.0, 20.0


def exposure_formula(first_eta, second_eta):
    return -np.expm1(-(t1 / first_eta + t2 / second_eta) ** beta)


def match_age(failed, eta, slope):
    """Age at which constant stress gives the stated failed fraction."""
    if failed == 0.0:
        return 0.0
    return brentq(lambda age: weibull_min.cdf(age, slope, scale=eta) - failed,
                  0.0, 50.0 * eta, xtol=1e-13, rtol=1e-13)


def exposure_by_matching(steps):
    """Definition of cumulative exposure; steps hold (duration, eta, slope)."""
    failed = 0.0
    for duration, eta, slope in steps:
        age = match_age(failed, eta, slope)
        failed = weibull_min.cdf(age + duration, slope, scale=eta)
    return failed


def hazard(age, eta):
    return (weibull_min.pdf(age, beta, scale=eta)
            / weibull_min.sf(age, beta, scale=eta))


device_count = 1_000_000
ranks = (np.arange(device_count) + 0.5) / device_count
unit_lives = weibull_min.ppf(ranks, beta)


def count_ranked_devices(first_eta, second_eta):
    """Each device keeps its rank and fails when its life is used up."""
    used = t1 / (first_eta * unit_lives) + t2 / (second_eta * unit_lives)
    return np.mean(used >= 1.0)


# Main result by three independent roads
failed_total = exposure_formula(eta1, eta2)
failed_first = -np.expm1(-(t1 / eta1) ** beta)
equivalent_age = eta2 * t1 / eta1
steps = [(t1, eta1, beta), (t2, eta2, beta)]
matched_total = exposure_by_matching(steps)
matched_age = match_age(weibull_min.cdf(t1, beta, scale=eta1), eta2, beta)
assert abs(matched_age - equivalent_age) < 1e-9
assert abs(matched_total - failed_total) < 1e-10
hazard_first = quad(hazard, 0.0, t1, args=(eta1,))[0]
hazard_second = quad(hazard, matched_age, matched_age + t2, args=(eta2,))[0]
assert abs(-np.expm1(-hazard_first - hazard_second) - failed_total) < 1e-9
ranked_total = count_ranked_devices(eta1, eta2)
assert abs(ranked_total - failed_total) < 2.0 / device_count
assert abs(100 * failed_total - 11.5) < 0.05
reversed_total = exposure_by_matching(steps[::-1])
assert abs(reversed_total - failed_total) < 1e-10

# Failure of a survivor during the second step
survivor_risk = -np.expm1(-((t1 / eta1 + t2 / eta2) ** beta
                            - (t1 / eta1) ** beta))
assert abs((matched_total - failed_first) / (1 - failed_first)
           - survivor_risk) < 1e-9

# Mistake: survivors treated as new devices (independent lives in each step)
fresh_total = -np.expm1(-(t1 / eta1) ** beta - (t2 / eta2) ** beta)
rng = np.random.default_rng(12345)
life_a = eta1 * rng.weibull(beta, device_count)
life_b = eta2 * rng.weibull(beta, device_count)
fresh_sampled = np.mean((life_a <= t1) | (life_b <= t2))
sampling_error = np.sqrt(fresh_total * (1 - fresh_total) / device_count)
assert abs(fresh_sampled - fresh_total) < 5 * sampling_error
# The same mistake when one constant stress is split into two halves
split_fresh = 1 - weibull_min.sf(t1 / 2, beta, scale=eta1) ** 2
split_exposure = exposure_by_matching([(t1 / 2, eta1, beta)] * 2)
assert abs(split_exposure - failed_first) < 1e-10
assert split_fresh < 0.6 * failed_first

# Rival rule: hazard of the present stress taken at the clock time
clock_total = -np.expm1(-(t1 / eta1) ** beta
                        - ((t1 + t2) ** beta - t1 ** beta) / eta2 ** beta)
clock_reversed = -np.expm1(-(t2 / eta2) ** beta
                           - ((t1 + t2) ** beta - t2 ** beta) / eta1 ** beta)
clock_integral = hazard_first + quad(hazard, t1, t1 + t2, args=(eta2,))[0]
reversed_integral = (quad(hazard, 0.0, t2, args=(eta2,))[0]
                     + quad(hazard, t2, t1 + t2, args=(eta1,))[0])
assert abs(-np.expm1(-clock_integral) - clock_total) < 1e-9
assert abs(-np.expm1(-reversed_integral) - clock_reversed) < 1e-9
assert abs(clock_total - clock_reversed) > 0.05

# Complete healing between steps, each device keeping its rank
healed_total = -np.expm1(-max(t1 / eta1, t2 / eta2) ** beta)
healed_count = np.mean((eta1 * unit_lives <= t1) | (eta2 * unit_lives <= t2))
assert abs(healed_count - healed_total) < 2.0 / device_count

# Different slope at the second level, with both eta values kept
slope_results = {}
for second_slope in (1.6, 2.4):
    age_ratio = (t1 / eta1) ** (beta / second_slope)
    derived = -np.expm1(-(age_ratio + t2 / eta2) ** second_slope)
    direct = exposure_by_matching([(t1, eta1, beta),
                                   (t2, eta2, second_slope)])
    assert abs(derived - direct) < 1e-10
    slope_results[second_slope] = derived

# Rough typical setting: low-k comb structure, exponential field model
gap_nm = 40.0
field1 = 4.5                     # MV/cm
acceleration = 4.0               # cm/MV
temperature = 398.0              # K
activation_ev = 0.7              # eV
field_step = np.log(eta1 / eta2) / acceleration
field2 = field1 + field_step
volt_per_nm = 0.1                # 1 MV/cm expressed in V/nm
voltage1 = field1 * volt_per_nm * gap_nm
voltage2 = field2 * volt_per_nm * gap_nm

gap_results = {}
for gap_shift in (-1.0, 1.0):
    new_gap = gap_nm + gap_shift
    new_field1 = voltage1 / new_gap / volt_per_nm
    new_field2 = voltage2 / new_gap / volt_per_nm
    new_eta1 = eta1 * np.exp(-acceleration * (new_field1 - field1))
    new_eta2 = eta2 * np.exp(-acceleration * (new_field2 - field2))
    shifted = exposure_formula(new_eta1, new_eta2)
    assert abs(count_ranked_devices(new_eta1, new_eta2)
               - shifted) < 2.0 / device_count
    gap_results[gap_shift] = (new_eta1, new_eta2, shifted)

heating = 3.0                    # K
boltzmann_ev = Boltzmann / elementary_charge
life_factor = np.exp(activation_ev / boltzmann_ev
                     * (1 / (temperature + heating) - 1 / temperature))
hot_total = exposure_formula(eta1 * life_factor, eta2 * life_factor)
assert abs(count_ranked_devices(eta1 * life_factor, eta2 * life_factor)
           - hot_total) < 2.0 / device_count

sample_size = 40
expected_failures = binom.mean(sample_size, failed_total)
failure_scatter = binom.std(sample_size, failed_total)


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Weibull slope", beta, 1)
show("step 1 duration", t1, 1, "h")
show("step 1 characteristic life", eta1, 1, "h")
show("step 2 duration", t2, 1, "h")
show("step 2 characteristic life", eta2, 1, "h")
show("life fraction used in step 1", t1 / eta1, 4)
show("life fraction used in step 2", t2 / eta2, 4)
show("total life fraction", t1 / eta1 + t2 / eta2, 4)
show("exponent, total squared", (t1 / eta1 + t2 / eta2) ** beta, 4)
show("equivalent age at start of step 2", matched_age, 3, "h")
show("equivalent age at end of step 2", matched_age + t2, 3, "h")
show("failed after step 1", 100 * failed_first, 3, "%")
show("failed after both steps, formula", 100 * failed_total, 3, "%")
show("same, numerical matching", 100 * matched_total, 3, "%")
show("same, count of ranked devices", 100 * ranked_total, 3, "%")
show("same, steps in reverse order", 100 * reversed_total, 3, "%")
show("failed during step 2, of original population",
     100 * (failed_total - failed_first), 3, "%")
show("risk of a survivor in step 2", 100 * survivor_risk, 3, "%")
show("survivors wrongly taken as new", 100 * fresh_total, 3, "%")
show("10 h at level 1 split in halves, taken as new",
     100 * split_fresh, 3, "%")
show("10 h at level 1 split in halves, cumulative exposure",
     100 * split_exposure, 3, "%")
show("clock-time hazard rule", 100 * clock_total, 2, "%")
show("clock-time hazard rule, reverse order", 100 * clock_reversed, 2, "%")
show("complete healing between steps", 100 * healed_total, 2, "%")
for second_slope, result in slope_results.items():
    show(f"failed if step 2 slope is {second_slope}", 100 * result, 2, "%")
show("line spacing (rough)", gap_nm, 1, "nm")
show("temperature (rough)", temperature, 0, "K")
show("field acceleration (rough)", acceleration, 1, "cm/MV")
show("activation energy (rough)", activation_ev, 1, "eV")
show("field at level 1 (rough)", field1, 2, "MV/cm")
show("field step for the life ratio", field_step, 3, "MV/cm")
show("field at level 2", field2, 2, "MV/cm")
show("voltage at level 1", voltage1, 2, "V")
show("voltage at level 2", voltage2, 2, "V")
for gap_shift, (life1, life2, result) in gap_results.items():
    name = f"spacing {gap_nm + gap_shift:.0f} nm"
    show(f"{name}, life at level 1", life1, 1, "h")
    show(f"{name}, life at level 2", life2, 1, "h")
    show(f"{name}, failed after both steps", 100 * result, 2, "%")
show("temperature excess considered", heating, 1, "K")
show("life factor from temperature excess", life_factor, 3)
show("failed with temperature excess", 100 * hot_total, 2, "%")
show("sample size", sample_size, 0, "devices")
show("expected failures in sample", expected_failures, 2, "devices")
show("standard deviation of failures", failure_scatter, 2, "devices")
show("standard deviation of failed fraction",
     100 * failure_scatter / sample_size, 2, "percentage points")
print("finished without a failed check")
```

Output:

```
Weibull slope: 2.0
step 1 duration: 10.0 h
step 1 characteristic life: 100.0 h
step 2 duration: 5.0 h
step 2 characteristic life: 20.0 h
life fraction used in step 1: 0.1000
life fraction used in step 2: 0.2500
total life fraction: 0.3500
exponent, total squared: 0.1225
equivalent age at start of step 2: 2.000 h
equivalent age at end of step 2: 7.000 h
failed after step 1: 0.995 %
failed after both steps, formula: 11.529 %
same, numerical matching: 11.529 %
same, count of ranked devices: 11.529 %
same, steps in reverse order: 11.529 %
failed during step 2, of original population: 10.534 %
risk of a survivor in step 2: 10.640 %
survivors wrongly taken as new: 6.993 %
10 h at level 1 split in halves, taken as new: 0.499 %
10 h at level 1 split in halves, cumulative exposure: 0.995 %
clock-time hazard rule: 27.57 %
clock-time hazard rule, reverse order: 7.92 %
complete healing between steps: 6.06 %
failed if step 2 slope is 1.6: 13.98 %
failed if step 2 slope is 2.4: 10.31 %
line spacing (rough): 40.0 nm
temperature (rough): 398 K
field acceleration (rough): 4.0 cm/MV
activation energy (rough): 0.7 eV
field at level 1 (rough): 4.50 MV/cm
field step for the life ratio: 0.402 MV/cm
field at level 2: 4.90 MV/cm
voltage at level 1: 18.00 V
voltage at level 2: 19.61 V
spacing 39 nm, life at level 1: 63.0 h
spacing 39 nm, life at level 2: 12.1 h
spacing 39 nm, failed after both steps: 27.90 %
spacing 41 nm, life at level 1: 155.1 h
spacing 41 nm, life at level 2: 32.3 h
spacing 41 nm, failed after both steps: 4.70 %
temperature excess considered: 3.0 K
life factor from temperature excess: 0.858
failed with temperature excess: 15.32 %
sample size: 40 devices
expected failures in sample: 4.61 devices
standard deviation of failures: 2.02 devices
standard deviation of failed fraction: 5.05 percentage points
finished without a failed check
```
